# Lévy-walk heat carriers: superdiffusion and length-dependent conductivity in one dimension: verification in Python

```python
"""
Result under test: a constant-speed Levy walk whose flight-time density
decays as t^(-8/3) has mean-square displacement (MSD) growing as t^(4/3).
A slab of such heat carriers between reservoirs of the same carriers has
apparent conductivity kappa = J L / DeltaT growing as L^(1/3).

Symbols: v speed, t0 time scale, l0 = v t0, tau mean flight time,
Psi(t) = (1+t/t0)^(-5/3) survival probability of a flight,
C heat capacity per length, L slab length, J heat current,
Q turning events per length and time, K(y) = integral of Psi from y up.
Reduced units in the tests: v = t0 = l0 = 1; kappa is in units C v l0.
A second density, 5/3 t^(-8/3) for t > 1, tests universality.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_toeplitz
from scipy.special import beta, betainc, gamma

mp.mp.dps = 30
rng = np.random.default_rng(20)


def msd_stationary(u):
    """Derived closed form for the stationary start."""
    return 4.5 * ((1 + u) ** (4 / 3) - 1) - 6 * u


def simulate_msd(t_end, stationary, walkers=100000):
    """MSD and its standard error from explicit random flights."""
    if stationary:
        # The flight in progress is length biased; its age is uniform.
        whole = rng.gamma(2.0, size=walkers) / rng.gamma(2 / 3, size=walkers)
        duration = whole * rng.random(walkers)
    else:
        duration = (1 - rng.random(walkers)) ** (-3 / 5) - 1
    left = np.full(walkers, float(t_end))
    position = np.zeros(walkers)
    finished = []
    while left.size:
        step = np.minimum(duration, left)
        direction = 2 * rng.integers(0, 2, left.size) - 1
        position = position + direction * step
        left = left - step
        moving = left > 0
        finished.append(position[~moving])
        position, left = position[moving], left[moving]
        duration = (1 - rng.random(left.size)) ** (-3 / 5) - 1
    square = np.concatenate(finished) ** 2
    return square.mean(), square.std() / np.sqrt(walkers)


def msd_fresh(t, second_density=False):
    """MSD when a flight starts at time zero, by Laplace inversion."""
    def transform(s):
        g = mp.mpf(5) / 3
        if second_density:
            early = mp.hyp1f1(3, 4, -s) / 3
            t2_survival = early + mp.expint(g - 2, s)
            t2_density = g * mp.expint(g - 1, s)
            return (t2_survival + t2_density / s) / (1 - g * mp.expint(g + 1, s))

        def power(n):
            return mp.exp(s) * mp.expint(n, s)

        def t2_power(n):
            return power(n - 2) - 2 * power(n - 1) + power(n)
        return (t2_power(g) + g * t2_power(g + 1) / s) / (s * power(g))
    return float(mp.invertlaplace(transform, mp.mpf(t), method='talbot'))


def kernel_smooth(y):
    return 1.5 * (1 + y) ** (-2 / 3)


def kernel_second(y):
    return np.where(y < 1, 2.5 - y, 1.5 * np.maximum(y, 1) ** (-2 / 3))


def solve_slab(length, h, kernel):
    """Galerkin solution of the turning-rate equation, Q = 1 left, 0 right."""
    n = int(round(length / h))
    k = kernel(h * np.arange(n + 1))
    column = np.empty(n)
    column[0] = k[0] - k[1]
    column[1:] = -0.5 * (k[:n - 1] - 2 * k[1:n] + k[2:n + 1])
    load = 0.5 * (k[:n] - k[1:])
    turning = solve_toeplitz(column, load)
    current = 0.5 * k[0] - turning @ load
    mean_time = k[0]
    return current * length / mean_time, turning


# Mean-square displacement: explicit flights against derived results
t_mc = 300.0
mc_stat, err_stat = simulate_msd(t_mc, True)
mc_fresh, err_fresh = simulate_msd(t_mc, False)
fresh_300 = msd_fresh(t_mc)
assert err_stat / mc_stat < 0.03 and err_fresh / mc_fresh < 0.03
assert abs(mc_stat - msd_stationary(t_mc)) < 4 * err_stat
assert abs(mc_fresh - fresh_300) < 4 * err_fresh

# Large-time prefactors: 2/3 of 27 a/(4 tau), with a = 1 for both densities
t_late = 1e9
pref_smooth = msd_fresh(t_late) / t_late ** (4 / 3)
pref_second = msd_fresh(t_late, True) / t_late ** (4 / 3)
law_smooth = (2 / 3) * 27 / (4 * 1.5)
law_second = (2 / 3) * 27 / (4 * 2.5)
assert abs(pref_smooth / law_smooth - 1) < 0.01
assert abs(pref_second / law_second - 1) < 0.01

# Singular integral that fixes the shape of the turning-rate gradient
integrals = []
for x in (0.07, 0.3, 0.5, 0.85):
    left_part = quad(lambda y: (1 - y) ** (-1 / 6), 0, x,
                     weight='alg', wvar=(-1 / 6, -2 / 3))[0]
    right_part = quad(lambda y: y ** (-1 / 6), x, 1,
                      weight='alg', wvar=(-2 / 3, -1 / 6))[0]
    integrals.append(left_part + right_part)
assert np.allclose(integrals, 2 * np.pi, rtol=1e-6)

# Slab conductivity: direct solution against the derived two-term law
B = beta(5 / 6, 5 / 6)
slope_law = np.pi / B
offset_law = 3 * beta(2 / 3, 2 / 3) / B ** 2
kappa_short, _ = solve_slab(1000, 0.5, kernel_smooth)
kappa_fine, _ = solve_slab(1000, 0.25, kernel_smooth)
kappa_long, profile = solve_slab(8000, 0.5, kernel_smooth)
mesh_shift = kappa_fine - kappa_short
slope_num = (kappa_long - kappa_short) / 10
law_short = slope_law * 10 - offset_law
law_long = slope_law * 20 - offset_law
assert abs(mesh_shift) < 0.03
assert abs(slope_num / slope_law - 1) < 0.02
# The neglected terms vanish with length but are not zero here.
assert abs(kappa_short - law_short) < 0.15
assert abs(kappa_long - law_long) < 0.15

centers = (np.arange(profile.size) + 0.5) / profile.size
profile_law = 1 - betainc(5 / 6, 5 / 6, centers)
inside = (centers > 0.05) & (centers < 0.95)
profile_error = np.max(np.abs(profile - profile_law)[inside])
q_tenth = np.interp(0.1, centers, profile)
q_tenth_law = 1 - betainc(5 / 6, 5 / 6, 0.1)
assert profile_error < 0.01

# Same slope formula for a different short-time density
second_a, _ = solve_slab(512, 0.5, kernel_second)
second_b, _ = solve_slab(4096, 0.5, kernel_second)
second_slope = (second_b - second_a) / 8
second_law = 3 * np.pi / (2 * B * 2.5)
assert abs(second_slope / second_law - 1) < 0.02


def cut_integral(u, u_resistive=np.inf):
    """Velocity-correlation integral, with x = w^3 - 1 to smooth it."""
    return quad(lambda w: 3 * np.exp(-(w ** 3 - 1) / u_resistive),
                1, (1 + u) ** (1 / 3), epsabs=1e-10, limit=200)[0]


# Worked example: model chain, units eV, angstrom, ps, K
spacing, speed, l0, area = 2.5, 50.0, 100.0, 25.0
temperature, delta_t, resistive_path = 300.0, 10.0, 1.0e6
lengths = np.array([1.0e5, 8.0e5])
t0 = l0 / speed
kb = const.k / const.e
hbar = const.hbar / const.e * 1e12
heat_capacity = kb / spacing
unit_kappa = heat_capacity * speed * l0
kappa = unit_kappa * np.array([kappa_short, kappa_long])
to_si = const.e * 1e-10 / 1e-12 / (area * 1e-20)
currents = kappa * delta_t / lengths
scaled = lengths / l0
assert np.allclose(scaled, [1000, 8000])
msd = l0 ** 2 * msd_stationary(scaled)
step = 1e-3
msd_exponent = [(np.log(msd_stationary(u * np.exp(step)))
                 - np.log(msd_stationary(u * np.exp(-step)))) / (2 * step)
                for u in scaled]
kappa_exponent = np.log(kappa[1] / kappa[0]) / np.log(lengths[1] / lengths[0])
front = (1 + scaled) ** (-2 / 3)
front_share = scaled ** 2 * front / msd_stationary(scaled)

# Neglected effect: quantum heat capacity of the nearest-neighbour chain
band_top = 2 * hbar * speed / spacing
x_top = band_top / (kb * temperature)


def mode_heat(q):
    half = 0.5 * x_top * np.sin(q / 2)
    return 1.0 if half < 1e-8 else (half / np.sinh(half)) ** 2


quantum_ratio = quad(mode_heat, 0, np.pi)[0] / np.pi
assert abs(quantum_ratio - (1 - x_top ** 2 / 24)) < 0.01

# Neglected effect: extra scattering that randomizes direction
u_res = resistive_path / l0
cut = np.array([cut_integral(u) for u in scaled])
half_rate = np.array([(msd_stationary(u + 0.01) - msd_stationary(u - 0.01))
                      / 0.04 for u in scaled])
assert np.allclose(cut, half_rate, rtol=1e-5)
reduction = np.array([cut_integral(u, u_res) for u in scaled]) / cut
saturation = cut_integral(60 * u_res, u_res)
saturation_law = gamma(1 / 3) * u_res ** (1 / 3) - 3
assert abs(saturation / saturation_law - 1) < 0.01

print("TESTS, reduced units (v = t0 = 1)")
print(f"MSD t=300 stationary: flights {mc_stat:.0f} +- {err_stat:.0f}")
print(f"MSD t=300 stationary: formula {msd_stationary(t_mc):.0f}")
print(f"MSD t=300 fresh start: flights {mc_fresh:.0f} +- {err_fresh:.0f}")
print(f"MSD t=300 fresh start: Laplace {fresh_300:.0f}")
print(f"fresh MSD/t^(4/3), t=1e9: {pref_smooth:.4f}, law {law_smooth:.4f}")
print(f"same, second density: {pref_second:.4f}, law {law_second:.4f}")
print(f"singular integral: {min(integrals):.6f} to {max(integrals):.6f}")
print(f"two pi: {2*np.pi:.6f}")
print(f"Beta(5/6,5/6): {B:.5f}")
print(f"slab slope pi/B: law {slope_law:.4f}, solved {slope_num:.4f}")
print(f"slab offset, law: {offset_law:.4f}")
print(f"kappa/(C v l0), L/l0=1000: {kappa_short:.3f}, law {law_short:.3f}")
print(f"kappa/(C v l0), L/l0=8000: {kappa_long:.3f}, law {law_long:.3f}")
print(f"mesh shift at L/l0=1000, h 0.5 to 0.25: {mesh_shift:.4f}")
print(f"Q at x=0.1L: solved {q_tenth:.4f}, law {q_tenth_law:.4f}")
print(f"largest profile difference, 0.05-0.95 L: {profile_error:.4f}")
print(f"second density slope: {second_slope:.4f}, law {second_law:.4f}")
print("EXAMPLE, model chain")
print(f"spacing: {spacing:.1f} angstrom; area: {area:.0f} angstrom^2")
print(f"speed: {speed:.0f} angstrom/ps; l0: {l0:.0f} angstrom")
print(f"t0: {t0:.1f} ps; mean flight time: {1.5*t0:.1f} ps")
print(f"temperature: {temperature:.0f} K; difference: {delta_t:.0f} K")
print(f"heat capacity C: {heat_capacity:.4e} eV/(K angstrom)")
print(f"C v l0: {unit_kappa:.4e} eV angstrom/(ps K)")
for i, name in enumerate(("short", "long")):
    print(f"{name} L: {lengths[i]:.1e} angstrom = {lengths[i]/10:.0f} nm")
    print(f"  transit time L/v: {lengths[i]/speed:.0f} ps")
    print(f"  MSD at L/v: {msd[i]:.4e} angstrom^2")
    print(f"  local MSD exponent: {msd_exponent[i]:.4f}")
    print(f"  unturned fraction: {front[i]:.5f}")
    print(f"  unturned share of MSD: {front_share[i]:.4f}")
    print(f"  chain kappa: {kappa[i]:.4f} eV angstrom/(ps K)")
    print(f"  kappa/area: {kappa[i]*to_si:.1f} W/(m K)")
    print(f"  heat current: {currents[i]:.4e} eV/ps")
    print(f"  cut estimate/(C v l0): {cut[i]:.3f}")
    print(f"  factor from resistive scattering: {reduction[i]:.4f}")
print(f"kappa exponent between the two lengths: {kappa_exponent:.4f}")
print(f"band top: {band_top:.5f} eV; kT: {kb*temperature:.5f} eV")
print(f"quantum/classical heat capacity: {quantum_ratio:.4f}")
print(f"assumed resistive path: {resistive_path:.1e} angstrom")
print(f"saturated kappa/(C v l0): {saturation:.3f}, law {saturation_law:.3f}")
print("finished without a failed check")
```

It prints:

```
TESTS, reduced units (v = t0 = 1)
MSD t=300 stationary: flights 7285 +- 51
MSD t=300 stationary: formula 7273
MSD t=300 fresh start: flights 4584 +- 28
MSD t=300 fresh start: Laplace 4594
fresh MSD/t^(4/3), t=1e9: 2.9940, law 3.0000
same, second density: 1.7980, law 1.8000
singular integral: 6.283185 to 6.283185
two pi: 6.283185
Beta(5/6,5/6): 1.41143
slab slope pi/B: law 2.2258, solved 2.2252
slab offset, law: 3.0923
kappa/(C v l0), L/l0=1000: 19.171, law 19.166
kappa/(C v l0), L/l0=8000: 41.423, law 41.424
mesh shift at L/l0=1000, h 0.5 to 0.25: -0.0107
Q at x=0.1L: solved 0.8692, law 0.8742
largest profile difference, 0.05-0.95 L: 0.0051
second density slope: 1.3370, law 1.3355
EXAMPLE, model chain
spacing: 2.5 angstrom; area: 25 angstrom^2
speed: 50 angstrom/ps; l0: 100 angstrom
t0: 2.0 ps; mean flight time: 3.0 ps
temperature: 300 K; difference: 10 K
heat capacity C: 3.4469e-05 eV/(K angstrom)
C v l0: 1.7235e-01 eV angstrom/(ps K)
short L: 1.0e+05 angstrom = 10000 nm
  transit time L/v: 2000 ps
  MSD at L/v: 3.9056e+08 angstrom^2
  local MSD exponent: 1.3832
  unturned fraction: 0.00999
  unturned share of MSD: 0.2559
  chain kappa: 3.3040 eV angstrom/(ps K)
  kappa/area: 211.7 W/(m K)
  heat current: 3.3040e-04 eV/ps
  cut estimate/(C v l0): 27.010
  factor from resistive scattering: 0.9731
long L: 8.0e+05 angstrom = 80000 nm
  transit time L/v: 16000 ps
  MSD at L/v: 6.7212e+09 angstrom^2
  local MSD exponent: 1.3570
  unturned fraction: 0.00250
  unturned share of MSD: 0.2380
  chain kappa: 7.1391 eV angstrom/(ps K)
  kappa/area: 457.5 W/(m K)
  heat current: 8.9238e-05 eV/ps
  cut estimate/(C v l0): 57.002
  factor from resistive scattering: 0.8299
kappa exponent between the two lengths: 0.3705
band top: 0.02633 eV; kT: 0.02585 eV
quantum/classical heat capacity: 0.9584
assumed resistive path: 1.0e+06 angstrom
saturated kappa/(C v l0): 54.722, law 54.716
finished without a failed check
```
